# The Blech Product from the Stress Difference Between Line Ends

## Problem

A straight metal line of length $L$ carries a uniform current density $j$. Atoms cannot pass through either end. Before the current is switched on, the line is free of stress and contains no void. Electromigration then moves atoms along the line and builds up mechanical stress, which opposes further motion.

The line stays undamaged as long as the stress at one end differs from the stress at the other by no more than $\Delta\sigma = 400$ MPa. The atomic volume is $\Omega = 0.0118$ nm³, the effective charge number has magnitude $|Z^*| = 5$, and the resistivity at the operating temperature is $\rho = 2.2$ µΩ cm.

Find the largest product $jL$, in A/cm, for which stress can stop electromigration without damage. This is the critical Blech product, $(jL)_c$.

Stress here means hydrostatic stress, counted positive in tension. The coordinate $x$ runs from the cathode end, where electrons enter the line, at $x=0$, to the anode end at $x=L$.

## A tempting solution

The current pushes each atom towards the anode with a force $F = e|Z^*|\rho j$. Atoms leave the cathode end, which goes into tension, and collect at the anode end, which goes into compression. The line was free of stress at first and the two ends are alike, so the tension and the compression are equal in size.

The line can bear 400 MPa. At the limit the stress is therefore $+400$ MPa at the cathode end and $-400$ MPa at the anode end, and its gradient has magnitude $2\Delta\sigma/L$. Motion stops when the force due to this gradient balances the force due to the current:

$$
e|Z^*|\rho j = \Omega\,\frac{2\Delta\sigma}{L}
\quad\Longrightarrow\quad
jL = \frac{2\,\Omega\,\Delta\sigma}{e|Z^*|\rho} = 5356\ \text{A/cm}.
$$

## Where it fails

The force balance is sound, and so is the symmetry argument for a uniform line with a linear elastic response. The fault lies in the sentence that places $+400$ MPa at one end and $-400$ MPa at the other. The difference between those two stresses is

$$
(+400) - (-400) = 800\ \text{MPa},
$$

twice what the problem allows. The given 400 MPa is already the difference between the ends. Symmetry may be used to divide it between them, which gives $+200$ and $-200$ MPa, but not to double it.

The number 5356 A/cm does answer another question, in which 400 MPa is the largest tension allowed at the cathode end. That case is treated below.

## The right solution

### The force from the current

The electric field in the line has magnitude $\rho j$. An atom feels the direct pull of the field on its ion and also the momentum given to it by scattered electrons. The effective charge number combines both effects, so that the net force has magnitude

$$
F = e|Z^*|\rho j .
$$

In this problem the net force acts along the electron flow, that is, along $+x$.

### The force from the stress

Let $\theta$ be the fractional excess of atoms in a small piece of the line, relative to its stress-free state. The surroundings confine the piece, so extra atoms compress it. For small $\theta$ the response is linear,

$$
\sigma = -B\theta ,
$$

where $B$ is the effective elastic modulus of the confined line. The extra atoms are taken to strain the piece equally in all directions. If they are taken up only on boundaries of one orientation and shear stress does not relax, the stress normal to those boundaries takes the place of the hydrostatic stress in what follows. If the piece has $N$ atomic sites, its volume is $N\Omega$ and its elastic energy is

$$
U = \tfrac12 N\Omega B\theta^2 .
$$

One more atom raises $\theta$ by $1/N$. To leading order in $1/N$ the energy rises by

$$
\frac{1}{N}\frac{dU}{d\theta} = \Omega B\theta = -\Omega\sigma .
$$

The chemical potential of an atom is therefore

$$
\mu = \mu_0 - \Omega\sigma ,
$$

with $\mu_0$ its value without stress. Adding an atom costs energy where the metal is compressed and releases energy where it is under tension. The corresponding force on an atom is

$$
-\frac{d\mu}{dx} = +\Omega\frac{d\sigma}{dx},
$$

which points towards higher tension. Since tension develops at the cathode end, this force points back along $-x$ and opposes the current.

### The atom flux

An atom with diffusivity $D$ at temperature $T$ drifts under a weak force with a mean velocity equal to $D/kT$ times the force. This is the Einstein relation. With $C$ atoms per unit volume, the flux along $+x$ is

$$
J = \frac{CD}{kT}\left(F + \Omega\frac{\partial\sigma}{\partial x}\right).
$$

### The settled state

Atoms are conserved, so $\partial C/\partial t = -\partial J/\partial x$. In a steady state the left side is zero and $J$ has the same value at every $x$. No atoms cross the ends, so this value is zero. The factor $CD/kT$ is not zero; hence the bracket must be:

$$
\frac{d\sigma}{dx} = -\frac{F}{\Omega} = -\frac{e|Z^*|\rho j}{\Omega}.
$$

The right side does not depend on $x$, so the stress falls along a straight line from cathode to anode. Integrating from $0$ to $L$ gives

$$
\sigma(L)-\sigma(0) = -\frac{e|Z^*|\rho jL}{\Omega},
$$

and a change of sign on both sides gives

$$
\sigma(0)-\sigma(L) = \frac{e|Z^*|\rho\,jL}{\Omega}.
$$

Current density and length enter through their product. The diffusivity, the temperature and the modulus have dropped out, apart from any influence of temperature on $\rho$ and $Z^*$.

### Why the settled value decides

A line could be damaged on the way to a harmless steady state if the stress difference first overshot its final value. To exclude this, the time dependence is needed.

To leading order in the small strain, $C = 1/\Omega$ in the flux, and conservation of atoms reads $\partial\theta/\partial t = -\Omega\,\partial J/\partial x$. With $\sigma=-B\theta$,

$$
\frac{\partial\sigma}{\partial t} = B\Omega\frac{\partial J}{\partial x}
= \frac{DB}{kT}\frac{\partial}{\partial x}\left(F+\Omega\frac{\partial\sigma}{\partial x}\right).
$$

Take $D$ as uniform and independent of stress, and define

$$
G=\frac{F}{\Omega},\qquad \kappa=\frac{DB\Omega}{kT},\qquad g=\frac{\partial\sigma}{\partial x}+G .
$$

Taking $\Omega$ out of the bracket gives $\partial\sigma/\partial t = \kappa\,\partial g/\partial x$. Differentiating this with respect to $x$, and using the fact that $G$ is constant, gives a diffusion equation for $g$:

$$
\frac{\partial g}{\partial t} = \kappa\frac{\partial^2 g}{\partial x^2}.
$$

The flux is proportional to $g$, so $g=0$ at both blocked ends. At the start the stress is uniform, so $g=G$ inside the line. Diffusion lowers maxima and raises minima, and therefore $0\le g\le G$ at all later times.

Two conclusions follow. First, $\partial\sigma/\partial x = g-G\le 0$, so the stress never rises from cathode to anode, and the largest difference between any two points is the one between the ends. Second, this difference is

$$
\sigma(0,t)-\sigma(L,t) = -\int_0^L\frac{\partial\sigma}{\partial x}\,dx = GL-\int_0^L g\,dx ,
$$

and its rate of change is

$$
-\int_0^L\frac{\partial g}{\partial t}\,dx
= \kappa\left[\frac{\partial g}{\partial x}\bigg|_{0}-\frac{\partial g}{\partial x}\bigg|_{L}\right]\ge 0 .
$$

The sign holds because $g$ is zero at the ends and not negative between them: its slope cannot be negative at $x=0$ or positive at $x=L$. The difference thus climbs towards $GL$ without overshoot.

The slowest part of $g$ has the shape $\sin(\pi x/L)$. Inserting it into the diffusion equation gives a decay time

$$
\tau = \frac{L^2}{\pi^2\kappa} = \frac{L^2kT}{\pi^2DB\Omega}.
$$

Diffusivity and modulus therefore set how long the line takes to settle, but not the stress difference at which it settles.

### The critical product

If $GL$ is below $\Delta\sigma$, the line settles without reaching its limit. If $GL$ is above $\Delta\sigma$, the limit is passed after a finite time. The boundary is $GL=\Delta\sigma$, or

$$
\frac{e|Z^*|\rho\,(jL)_c}{\Omega} = \Delta\sigma .
$$

Multiplying by $\Omega$ and dividing by $e|Z^*|\rho$ gives

$$
(jL)_c = \frac{\Omega\,\Delta\sigma}{e|Z^*|\rho}.
$$

In SI units the numerator is

$$
\Omega\Delta\sigma = (1.18\times10^{-29})(4.00\times10^{8}) = 4.720\times10^{-21}\ \text{J},
$$

and the denominator is

$$
e|Z^*|\rho = (1.6022\times10^{-19})(5)(2.2\times10^{-8}) = 1.7624\times10^{-26}\ \text{C Ω m}.
$$

One joule per coulomb is a volt, and a volt per ohm is an ampere, so the quotient is in A/m:

$$
(jL)_c = \frac{4.720\times10^{-21}}{1.7624\times10^{-26}} = 2.678\times10^{5}\ \text{A/m} = 2678\ \text{A/cm}.
$$

With an effective charge number given to one figure, the answer is best stated as **about 2700 A/cm**.

## Reading the result as an energy balance

Written as

$$
|Z^*|\,e\,\rho\,(jL)_c = \Omega\,\Delta\sigma ,
$$

the result compares two energies for one atom carried from the cathode end to the anode end. The left side is the work done by the force $F$ over the length $L$. The right side is the rise in chemical potential between the ends. At the threshold the current can just pay for the transfer.

The voltage drop along the line is then $\rho(jL)_c = 5.89$ mV, whatever the length. Five elementary charges crossing this drop gain about 29.5 meV, and $\Omega\Delta\sigma$ expressed in the same unit is 29.46 meV. The critical Blech product is thus a critical voltage drop divided by the resistivity.

The same form shows how errors in the inputs pass to the answer. The product is proportional to $\Omega$ and $\Delta\sigma$ and inversely proportional to $|Z^*|$ and $\rho$. If $|Z^*|$ is 10% larger than assumed, the product is smaller by the factor $1/1.1$, a fall of about 9%.

## Two lines at the same current density

Take $j = 1.0$ MA/cm², which is $10^{10}$ A/m². The field is $\rho j = 220$ V/m, and the force on an atom is

$$
F = 5\,(1.602\times10^{-19})(220) = 1.762\times10^{-16}\ \text{N}.
$$

Dividing by $\Omega$ gives a settled stress gradient of 14.94 MPa/µm. The length over which this gradient adds up to the allowed difference is

$$
L_c = \frac{400}{14.94} = 26.8\ \text{µm}.
$$

A 10 µm line settles at a difference of 149 MPa, well inside the limit. In this model its electromigration stops and it survives for as long as the current stays the same. A 40 µm line would need 597 MPa to stop its atoms. It cannot bear that much, so it is damaged before it settles.

The short line has a limit of its own. Its critical current density is $(jL)_c/L = 2.68$ MA/cm² at $L=10$ µm.

## When the limit is a tension at one end

Voids form under tension, so a limit may instead be stated as the largest tension $\sigma_c$ at the cathode end. The settled gradient is unchanged, but the stress at one end must now be found, and this requires the mean stress.

Blocked ends keep the number of atoms in the line fixed. The mean of $\theta$ is then constant, and so is the mean of $\sigma$. Let the line start with a uniform stress $\sigma_i$. The settled profile is straight, so its mean lies at the midpoint, and the cathode end is half the total difference above it:

$$
\sigma(0) = \sigma_i + \frac{GL}{2}.
$$

Setting $\sigma(0)=\sigma_c$ gives $GL = 2(\sigma_c-\sigma_i)$. Since $GL = e|Z^*|\rho jL/\Omega$, the critical product is

$$
(jL)_c = \frac{2\,\Omega\,(\sigma_c-\sigma_i)}{e|Z^*|\rho}.
$$

For $\sigma_c=400$ MPa and $\sigma_i=0$ this is 5356 A/cm, the number found by the tempting solution. The factor 2 is right here because the anode end carries an equal compression that does not count against the limit.

The two criteria also respond differently to initial stress. A uniform $\sigma_i$ shifts both ends equally and leaves their difference alone, so the answer to the original problem does not change. Under the tension criterion, an initial tension of 100 MPa uses up a quarter of the 400 MPa and lowers the critical product by a quarter.

## When a void is already present

Suppose that the initially stress-free line has a small void across its cathode end, while current still passes through a conducting liner around it. The void surface is free, so, neglecting surface tension, $\sigma(0)=0$. Atoms can leave this surface and enter the line, and the mean stress is no longer fixed.

A steady state still requires zero flux, because the anode end is blocked. The gradient is again $-G$, and the stress is $\sigma(x)=-Gx$. The difference between the ends is still $GL$, but all of it is now compression at the anode end.

The atoms that cause this compression came from the void. The mean stress is $-GL/2$, so the mean atomic excess is $GL/(2B)$. Over the length $L$ this corresponds to a void that has grown by

$$
\delta = \frac{GL}{2B}\,L = \frac{e|Z^*|\rho\,jL^2}{2\Omega B}.
$$

Here the modulus matters even in the steady state. For $B=100$ GPa, $GL=400$ MPa and $L=10$ µm, the growth is

$$
\delta = \frac{400}{2\times100\,000}\times10 = 0.02\ \text{µm}.
$$

This value of $B$ corresponds to very stiff confinement. An elastic copper cylinder (bulk modulus 140 GPa, shear modulus 48 GPa) has $B\approx35$ GPa in a matrix with the shear modulus of oxide (31 GPa) and $B\approx17$ GPa in a soft dielectric (3.3 GPa), which raises the growth to about 0.06 and 0.12 µm. The void stops growing, but whether the line still works depends on how much added resistance the circuit tolerates. At fixed $jL$ the growth is proportional to $L$, so the product alone no longer decides the outcome.

## A check by hopping atoms

The derivation can be tested without using the flux equation. The line is represented by 21 cells, each storing the elastic energy of its excess atoms. The length $L$ is measured between the centres of the two end cells, so neighbouring centres are a distance $h=L/20$ apart. Atoms hop between neighbouring cells, with rates proportional to $e^{b/2}$ forwards and $e^{-b/2}$ backwards, where

$$
b = \frac{Fh-(\mu_{\text{next}}-\mu_{\text{here}})}{kT}.
$$

The chemical potentials come from numerical differentiation of the elastic energy. The cells evolve in time until they settle, and the current density is varied until the settled difference between the end cells is 400 MPa.

This search gives 2678 A/cm for a 10 µm line at 573 K with a modulus of 100 GPa. It gives the same value for a 40 µm line at 373 K with 50 GPa, and again for the first line with an initial stress of 100 MPa. The resistivity and the effective charge number are the same in all runs. In a real line both can change with temperature, and the critical product changes with them. Each result was required to agree with the formula to within one part in ten thousand. At the threshold the initially stress-free line has end stresses of $+200.0$ and $-200.0$ MPa. Further tests confirmed the straight profile, the rise without overshoot and the doubled product for the tension criterion. The critical products and the end stresses are listed in the numerical output.

The check has a limited reach. It confirms the step from forces and elastic energy to the critical product, but it uses the same $F$ and the same linear elasticity as the derivation. It cannot show that $|Z^*|=5$ or $\Delta\sigma=400$ MPa describes a given line.

## Conditions for using the formula

**Blocked ends.** One blocked end is enough to make the steady flux zero, as the case with a void shows. If atoms can pass through both ends, the steady flux need not be zero, and the argument that sets the bracket to zero is lost. Where atoms pass through an end into adjoining metal, the stress difference must be followed to the place where they are actually stopped. Each stretch on the way contributes according to its own current density, so metal that carries no current adds nothing to the settled difference. It does change how the difference is divided between the ends: 5 µm of such metal at the cathode end of a 10 µm line lowers the settled cathode tension from 200 to 133 MPa at a difference of 400 MPa, so it matters under the tension criterion.

**Uniform line.** If $|Z^*|$, $\rho$ or $j$ varies along the line, zero flux still gives $\Omega\,d\sigma/dx=-e|Z^*|\rho j$ at each point. Integration then replaces the product by a sum of local contributions:

$$
\int_0^L e|Z^*|\rho\,j\,dx = \Omega\,\Delta\sigma .
$$

This is the condition for the settled difference between the ends to equal the limit. The profile is then no longer straight, so the equal division between the ends and the factor 2 of the tension criterion no longer hold in general. A diffusivity that varies along the line leaves the settled profile unchanged, but the bound $g\le G$ is lost: before the line settles, the stress can rise locally towards the anode, and the largest difference need not be the one between the ends. A temperature gradient can add a further driving force, which is not included here.

**Elastic response.** The stress must persist once it has built up. If the metal creeps and relaxes its stress, the opposing force weakens and atoms continue to move. A steady state with zero flux may then not exist, even below the calculated product.

## Numbers as computed

```
INPUTS
allowed stress difference: 400 MPa
atomic volume: 0.0118 nm^3
effective charge number, magnitude: 5
resistivity: 2.2 microohm cm
INTERMEDIATE VALUES IN SI UNITS
Omega*dsigma: 4.720e-21 J
e*Z*rho: 1.7624e-26 C ohm m
BLECH PRODUCT
formula: 2.6782e+05 A/m
formula: 2678 A/cm
HOPPING MODEL
number of cells: 21
run 1, 573 K, 100 GPa, 10 um: 2678 A/cm
run 2, 373 K, 50 GPa, 40 um: 2678 A/cm
run 3, as run 1 with 100 MPa initial stress: 2678 A/cm
cathode end stress at threshold: 200.0 MPa
anode end stress at threshold: -200.0 MPa
product if 400 MPa is the cathode tension alone: 5356 A/cm
ENERGY CHECK
work Omega*dsigma: 29.46 meV
voltage drop along the line at threshold: 5.89 mV
EXAMPLE LINES
current density: 1.0 MA/cm^2
electric field: 220 V/m
force on an atom: 1.762e-16 N
stress gradient: 14.94 MPa/um
critical length: 26.8 um
settled stress difference, 10 um line: 149 MPa
stress difference without damage, 40 um line: 597 MPa
critical current density, 10 um line: 2.68 MA/cm^2
```
